# Intrinsic–Extrinsic Crossover Temperature of a Doped Schottky Salt: a numerical check

```python
"""
Intrinsic-extrinsic crossover of a salt MX with Schottky disorder.

Result under test: T_x = E / (2 k ln(1/c)), where
  E   = energy of a Schottky pair (eV), k = Boltzmann constant (eV/K),
  c   = site fraction of divalent dopant on the cation sublattice,
  x_c = site fraction of cation vacancies, x_a = that of anion vacancies,
  x0  = exp(-E/(2kT)) = vacancy fraction of the undoped salt.
The independent road counts arrangements of ions and vacancies with
factorials and finds the most probable number of Schottky pairs.
"""
from itertools import product
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

mp.mp.dps = 40
K_B = const.k / const.e
E_PAIR = 2.0
DOPANT = 1.0e-5
N_ANIONS = 10**12


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


def fractions(T, c=DOPANT, entropy=0.0):
    """Closed solution of mass action and neutrality; entropy in units of k."""
    K = np.exp(entropy - E_PAIR / (K_B * T))
    x_c = c / 2 + np.sqrt(c * c / 4 + K)
    return x_c, K / x_c


def crossover(c=DOPANT, entropy=0.0):
    return E_PAIR / (K_B * (entropy + 2 * np.log(1 / c)))


def counted(T, entropy=0.0):
    """Most probable vacancy fractions from factorial counting."""
    n_dopant = int(round(DOPANT * N_ANIONS))
    cost = mp.mpf(E_PAIR) / (mp.mpf(K_B) * mp.mpf(T)) - entropy

    def log_ways(n):
        # Terms that do not depend on the pair number n are omitted.
        sites = N_ANIONS + n
        return (2 * mp.loggamma(sites + 1) - mp.loggamma(n + 1)
                - mp.loggamma(n + n_dopant + 1))

    low, high = 0, N_ANIONS
    while high - low > 1:
        mid = (low + high) // 2
        if log_ways(mid) - log_ways(mid - 1) > cost:
            low = mid
        else:
            high = mid
    sites = N_ANIONS + low
    return (low + n_dopant) / sites, low / sites


def counted_energy(T, which):
    """Apparent formation energy from finite differences of counted data."""
    upper, lower = counted(T + 1)[which], counted(T - 1)[which]
    d_beta = 1 / (K_B * (T + 1)) - 1 / (K_B * (T - 1))
    return -(np.log(upper) - np.log(lower)) / d_beta


# Vacancy fractions against explicit counting
T_x = crossover()
for T in (800.0, 900.0, T_x, 1200.0):
    for found, formula in zip(counted(T), fractions(T)):
        assert close(found, formula, 1e-3)

# Intersection of lines drawn through counted data deep in each regime.
# The hot points are mathematical: a real salt would have melted.
lines = []
for T1, T2 in ((600.0, 700.0), (2500.0, 3500.0)):
    y1, y2 = np.log(counted(T1)[0]), np.log(counted(T2)[0])
    slope = (y2 - y1) / (1 / T2 - 1 / T1)
    lines.append((slope, y1 - slope / T1))
T_lines = (lines[0][0] - lines[1][0]) / (lines[1][1] - lines[0][1])
assert close(T_lines, T_x, 1e-3)

# Golden-ratio fractions and greatest error of the straight-line diagram
xc_x, xa_x = counted(T_x)
golden = (1 + np.sqrt(5)) / 2
assert close(xc_x / DOPANT, golden, 1e-3)
assert close(xa_x / DOPANT, 1 / golden, 1e-3)
T_grid = np.linspace(600, 1800, 12001)
line_value = np.maximum(DOPANT, np.exp(-E_PAIR / (2 * K_B * T_grid)))
line_error = fractions(T_grid)[0] / line_value
assert abs(T_grid[np.argmax(line_error)] - T_x) < 0.2

# Apparent formation energies and the half-slope temperature
xc, xa = fractions(T_x)
energy_c = E_PAIR * xa / (xc + xa)
energy_a = E_PAIR * xc / (xc + xa)
assert close(counted_energy(T_x, 0), energy_c, 1e-3)
assert close(counted_energy(T_x, 1), energy_a, 1e-3)
T_half = E_PAIR / (K_B * -np.log(0.75 * DOPANT**2))
assert close(counted_energy(T_half, 0), E_PAIR / 4, 1e-3)

# Limits at which x_c is 10 percent above either straight line
T_ext = E_PAIR / (K_B * -np.log(0.11 * DOPANT**2))
x0_int = DOPANT / (1.1 - 1 / 1.1)
T_int = E_PAIR / (2 * K_B * -np.log(x0_int))
assert close(counted(T_ext)[0] / DOPANT, 1.1, 1e-3)
assert close(counted(T_int)[0] / np.exp(-E_PAIR / (2 * K_B * T_int)),
             1.1, 1e-3)

# Effect of a pair entropy
ENTROPY = 5.0
T_entropy = crossover(entropy=ENTROPY)
assert close(counted(T_entropy, ENTROPY)[1] / DOPANT, 1 / golden, 1e-3)

# Rough typical values for rock-salt alkali halides such as NaCl
T_MELT = 1070.0
PAIR_VOLUME = 0.045
EPS_R = 6.0
GAP = 8.5
BINDING = 0.5

# Number of nearest cation sites around a dopant in the rock-salt lattice
neighbours = sum(1 for v in product((-1, 0, 1), repeat=3)
                 if np.dot(v, v) == 2)


def associated(T):
    """Free cation vacancies and bound share of dopant from mass action."""
    K = np.exp(-E_PAIR / (K_B * T))
    A = neighbours * np.exp(BINDING / (K_B * T))
    x = brentq(lambda y: y - K / y - DOPANT / (1 + A * y),
               1e-9, 1e-2, xtol=1e-18)
    return x, A * x / (1 + A * x)


def associated_by_minimum(T):
    """The same quantities from direct minimisation of the free energy."""
    def free_energy(z):
        anion = np.exp(z[0])
        bound = 1 / (1 + np.exp(-z[1]))
        free = 1 - bound
        species = np.array([anion + free, anion, free, bound])
        mixing = np.sum(species * (np.log(DOPANT * species) - 1))
        return (mixing + anion * E_PAIR / (K_B * T)
                - bound * (BINDING / (K_B * T) + np.log(neighbours)))

    best = minimize(free_energy, [-1.0, -1.0], method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-14,
                             "maxiter": 4000, "maxfev": 8000})
    bound = 1 / (1 + np.exp(-best.x[1]))
    return DOPANT * (np.exp(best.x[0]) + 1 - bound), bound


T_COLD = 700.0
bound_data = {}
for T in (T_COLD, T_x):
    bound_data[T] = associated(T)
    for found, formula in zip(associated_by_minimum(T), bound_data[T]):
        assert close(found, formula, 1e-3)

# Debye-Hueckel limiting-law estimate; lengths in nm, energies in eV
coulomb = const.e / (4 * np.pi * const.epsilon_0 * EPS_R) * 1e9
charge_density = (xc + xa + DOPANT) / PAIR_VOLUME
debye = np.sqrt(K_B * T_x / (4 * np.pi * coulomb * charge_density))
bjerrum = coulomb / (K_B * T_x)
pair_lowering = coulomb / debye
cloud_charge = quad(lambda r: -r / debye**2 * np.exp(-r / debye),
                    0, 40 * debye)[0]
cloud_potential = quad(lambda r: -coulomb / debye**2 * np.exp(-r / debye),
                       0, 40 * debye)[0]
charging_work = quad(lambda s: s * cloud_potential, 0, 1)[0]
assert close(cloud_charge, -1, 1e-6)
assert close(2 * charging_work, -pair_lowering, 1e-6)
T_debye = (E_PAIR - pair_lowering) / (2 * K_B * np.log(1 / DOPANT))

# Thermal electrons across the gap, free-electron mass, midgap Fermi level
thermal = const.k * T_x
states = 2 * (const.m_e * thermal / (2 * np.pi * const.hbar**2))**1.5
boltzmann = np.exp(-GAP / (2 * K_B * T_x))
electron_fraction = states * boltzmann * PAIR_VOLUME * 1e-27
integral = quad(lambda t: np.sqrt(t) / (np.exp(t) + boltzmann), 0, 60)[0]
full_density = ((2 * const.m_e * thermal / const.hbar**2)**1.5
                / (2 * np.pi**2) * boltzmann * integral)
assert close(full_density * PAIR_VOLUME * 1e-27, electron_fraction, 1e-5)
assert electron_fraction < 1e-10 * DOPANT

# Place of the crossover relative to melting
assert T_x < T_MELT < T_int
assert crossover(1e-4) > T_MELT

print(f"Schottky pair energy E: {E_PAIR:.1f} eV")
print(f"Dopant site fraction c: {DOPANT * 1e6:.0f} ppm")
print(f"Boltzmann constant k: {K_B:.6e} eV/K")
print(f"ln(1/c): {np.log(1 / DOPANT):.4f} (no unit)")
print(f"Crossover T_x: {T_x:.1f} K")
print(f"Crossover T_x converted: {T_x - const.zero_Celsius:.0f} deg C")
print(f"Thermal energy kT_x: {K_B * T_x:.5f} eV")
print(f"T_x from lines through counted data: {T_lines:.1f} K")
print(f"Wrong value if factor 2 is omitted: {2 * T_x:.0f} K")
print(f"x_c at T_x, formula: {xc * 1e6:.3f} ppm")
print(f"x_a at T_x, formula: {xa * 1e6:.3f} ppm")
print(f"x_c at T_x, counted: {xc_x * 1e6:.3f} ppm")
print(f"x_a at T_x, counted: {xa_x * 1e6:.3f} ppm")
print(f"Greatest x_c / straight-line value: {line_error.max():.3f} (no unit)")
for T in (700.0, 800.0, 900.0, 1050.0):
    a, b = fractions(T)
    x0 = np.exp(-E_PAIR / (2 * K_B * T))
    print(f"T={T:.0f} K: x0={x0*1e6:.4g}, x_c={a*1e6:.5g}, "
          f"x_a={b*1e6:.4g} ppm")
print(f"Apparent cation-vacancy energy at T_x: {energy_c:.3f} eV")
print(f"Apparent anion-vacancy energy at T_x: {energy_a:.3f} eV")
print(f"Half-slope temperature: {T_half:.1f} K")
print(f"x_c is 10% above c at: {T_ext:.1f} K")
print(f"x_c is 10% above x0 at: {T_int:.1f} K")
for ppm in (1, 100):
    print(f"Crossover for {ppm} ppm dopant: {crossover(ppm * 1e-6):.1f} K")
print(f"Rough melting temperature: {T_MELT:.0f} K")
print(f"Illustrative pair entropy: {ENTROPY:.0f} k")
print(f"Prefactor exp(S/k): {np.exp(ENTROPY):.1f} (no unit)")
print(f"Crossover with this entropy: {T_entropy:.1f} K")
print(f"Rough dopant-vacancy binding energy: {BINDING:.1f} eV")
print(f"Nearest cation sites around dopant: {neighbours} (count)")
for T, (free_vacancies, bound_share) in bound_data.items():
    print(f"T={T:.1f} K with association: free x_c="
          f"{free_vacancies*1e6:.2f} ppm, bound dopant={bound_share*100:.1f} %")
print(f"Rough ion-pair volume: {PAIR_VOLUME:.3f} nm^3")
print(f"Rough relative permittivity: {EPS_R:.1f} (no unit)")
print(f"Debye length at T_x: {debye:.2f} nm")
print(f"Bjerrum length at T_x: {bjerrum:.2f} nm")
print(f"Debye-Hueckel pair-energy lowering: {pair_lowering:.4f} eV")
print(f"Crossover with this lowering: {T_debye:.1f} K")
print(f"Rough band gap: {GAP:.1f} eV")
print(f"Thermal electrons per cation site at T_x: {electron_fraction:.1e}"
      " (no unit)")
print("all assertions hold")
```

It prints:

```
Schottky pair energy E: 2.0 eV
Dopant site fraction c: 10 ppm
Boltzmann constant k: 8.617333e-05 eV/K
ln(1/c): 11.5129 (no unit)
Crossover T_x: 1008.0 K
Crossover T_x converted: 735 deg C
Thermal energy kT_x: 0.08686 eV
T_x from lines through counted data: 1007.7 K
Wrong value if factor 2 is omitted: 2016 K
x_c at T_x, formula: 16.180 ppm
x_a at T_x, formula: 6.180 ppm
x_c at T_x, counted: 16.180 ppm
x_a at T_x, counted: 6.180 ppm
Greatest x_c / straight-line value: 1.618 (no unit)
T=700 K: x0=0.06314, x_c=10, x_a=0.0003987 ppm
T=800 K: x0=0.5015, x_c=10.025, x_a=0.02509 ppm
T=900 K: x0=2.513, x_c=10.596, x_a=0.5961 ppm
T=1050 K: x0=15.86, x_c=21.626, x_a=11.63 ppm
Apparent cation-vacancy energy at T_x: 0.553 eV
Apparent anion-vacancy energy at T_x: 1.447 eV
Half-slope temperature: 995.5 K
x_c is 10% above c at: 919.8 K
x_c is 10% above x0 at: 1177.3 K
Crossover for 1 ppm dopant: 840.0 K
Crossover for 100 ppm dopant: 1259.9 K
Rough melting temperature: 1070 K
Illustrative pair entropy: 5 k
Prefactor exp(S/k): 148.4 (no unit)
Crossover with this entropy: 828.1 K
Rough dopant-vacancy binding energy: 0.5 eV
Nearest cation sites around dopant: 12 (count)
T=700.0 K with association: free x_c=7.39 ppm, bound dopant=26.1 %
T=1008.0 K with association: free x_c=15.77 ppm, bound dopant=5.6 %
Rough ion-pair volume: 0.045 nm^3
Rough relative permittivity: 6.0 (no unit)
Debye length at T_x: 6.33 nm
Bjerrum length at T_x: 2.76 nm
Debye-Hueckel pair-energy lowering: 0.0379 eV
Crossover with this lowering: 988.8 K
Rough band gap: 8.5 eV
Thermal electrons per cation site at T_x: 3.9e-24 (no unit)
all assertions hold
```
